# Piezoresistance on (001) for current along [110]: a program that tests the result

```python
"""
Piezoresistance of a cubic crystal for current in the (001) plane.

Result under test, for current along [110]:
    pi_L = (pi11 + pi12 + pi44)/2   stress along [110]
    pi_T = (pi11 + pi12 - pi44)/2   stress along [-110]
Definition: (change of resistivity tensor)/rho0 = Pi : stress, tension > 0,
with pi11 = Pi_xxxx, pi12 = Pi_xxyy, pi44 = 2 Pi_xyxy.

Independent road: a many-valley conductor is stressed along the rotated
directions, its conductivity tensor is inverted, and the result projected.
Set C: valleys on the cube axes. Set D: valleys on the body diagonals.
Internal units: energy meV, stress GPa, mass in free-electron masses.
"""
from itertools import permutations, product
import numpy as np
from scipy.constants import k as k_boltzmann, e as e_charge

temperature = 300.0
kT = k_boltzmann * temperature / e_charge * 1e3

# Model parameters: masses, shift per trace of stress, shift per deviator
SET_C = dict(ml=1.0, mt=0.2, a=5.0, b=80.0)
SET_D = dict(ml=1.5, mt=0.1, a=-10.0, b=120.0)
fraction_C = 0.6

AXES_C = np.eye(3)
AXES_D = np.array([[1, 1, 1], [1, -1, -1], [-1, 1, -1], [-1, -1, 1]]) / np.sqrt(3)


def conductivity(stress, f_C):
    """Population-weighted inverse mass tensor, full Boltzmann factors."""
    weights, tensors = [], []
    for axes, p, f in ((AXES_C, SET_C, f_C), (AXES_D, SET_D, 1 - f_C)):
        for n in axes:
            trace = np.trace(stress)
            shift = p["a"] * trace + p["b"] * (n @ stress @ n - trace / 3)
            weights.append(f / len(axes) * np.exp(-shift / kT))
            nn = np.outer(n, n)
            tensors.append(nn / p["ml"] + (np.eye(3) - nn) / p["mt"])
    weights = np.array(weights) / np.sum(weights)
    return np.einsum("v,vij->ij", weights, np.array(tensors))


def relative_change(stress, f_C=fraction_C):
    """(rho(stress) - rho0)/rho0 as a tensor in crystal axes."""
    rho0 = np.linalg.inv(conductivity(np.zeros((3, 3)), f_C))[0, 0]
    return np.linalg.inv(conductivity(stress, f_C)) / rho0 - np.eye(3)


def measured(field_dir, current_dir, unit_stress, f_C=fraction_C):
    """Linear coefficient by central difference, in 1/GPa."""
    h = 1e-4
    slope = (relative_change(h * unit_stress, f_C)
             - relative_change(-h * unit_stress, f_C)) / (2 * h)
    return field_dir @ slope @ current_dir


def cubic_tensor(p11, p12, p44):
    """Fourth-rank tensor with the three cubic constants."""
    t = np.zeros((3, 3, 3, 3))
    for i in range(3):
        for j in range(3):
            if i == j:
                t[i, i, i, i] = p11
            else:
                t[i, i, j, j] = p12
                t[i, j, i, j] = t[i, j, j, i] = p44 / 2
    return t


def in_plane_axes(phi):
    c, s = np.cos(phi), np.sin(phi)
    return np.array([c, s, 0.0]), np.array([-s, c, 0.0])


def angle_formulas(p11, p12, p44, phi):
    """Longitudinal, transverse and off-diagonal coefficients."""
    A = p11 - p12 - p44
    return (p11 - A / 2 * np.sin(2 * phi) ** 2,
            p12 + A / 2 * np.sin(2 * phi) ** 2,
            -A / 4 * np.sin(4 * phi))


# Cubic symmetry leaves three constants: average a random tensor
rng = np.random.default_rng(7)
raw = rng.normal(size=(3, 3, 3, 3))
raw = raw + raw.transpose(1, 0, 2, 3)
raw = raw + raw.transpose(0, 1, 3, 2)
rotations = []
for perm in permutations(range(3)):
    for signs in product((1, -1), repeat=3):
        R = np.diag(signs) @ np.eye(3)[list(perm)]
        if np.linalg.det(R) > 0:
            rotations.append(R)
assert len(rotations) == 24
average = sum(np.einsum("ia,jb,kc,ld,abcd->ijkl", R, R, R, R, raw)
              for R in rotations) / 24
random_constants = (average[0, 0, 0, 0], average[0, 0, 1, 1],
                    2 * average[0, 1, 0, 1])
assert np.allclose(average, cubic_tensor(*random_constants), atol=1e-12)

# Angle formulas against the full rotation of that averaged tensor
for phi in np.linspace(0, np.pi, 13):
    x1, y1 = in_plane_axes(phi)
    R = np.array([x1, y1, [0, 0, 1]])
    rotated = np.einsum("ia,jb,kc,ld,abcd->ijkl", R, R, R, R, average)
    L, T, X = angle_formulas(*random_constants, phi)
    found = [rotated[0, 0, 0, 0], rotated[0, 0, 1, 1],
             rotated[0, 1, 0, 0], rotated[0, 1, 1, 1]]
    assert np.allclose(found, [L, T, X, -X], atol=1e-12)

# Closed forms of the three constants of the valley model
fC, fD = fraction_C, 1 - fraction_C
wC, wD = [(2 / p["mt"] + 1 / p["ml"]) / 3 for p in (SET_C, SET_D)]
dC, dD = [1 / p["ml"] - 1 / p["mt"] for p in (SET_C, SET_D)]
K = fC * wC + fD * wD
pi_sum = 3 * fC * fD * (SET_C["a"] - SET_D["a"]) * (wC - wD) / (kT * K)
pi_diff = fC * SET_C["b"] * dC / (3 * kT * K)
pi44 = 2 * fD * SET_D["b"] * dD / (9 * kT * K)
pi11 = (pi_sum + 2 * pi_diff) / 3
pi12 = (pi_sum - pi_diff) / 3

# The same constants from stress applied along the crystal axes
ex, ey, ez = np.eye(3)
shear_xy = np.outer(ex, ey) + np.outer(ey, ex)
tol = 1e-6  # central-difference error is of order (shift/kT)^2 at 0.1 MPa
assert abs(measured(ex, ex, np.outer(ex, ex)) - pi11) < tol
assert abs(measured(ex, ex, np.outer(ey, ey)) - pi12) < tol
assert abs(measured(ex, ey, shear_xy) - pi44) < tol

# Stress applied directly along rotated directions
angles = [0.0, 15.0, 22.5, 30.0, 45.0]
table = []
for deg in angles:
    x1, y1 = in_plane_axes(np.radians(deg))
    along, across = np.outer(x1, x1), np.outer(y1, y1)
    direct = [measured(x1, x1, along), measured(x1, x1, across),
              measured(y1, x1, along)]
    formula = angle_formulas(pi11, pi12, pi44, np.radians(deg))
    assert np.allclose(direct, formula, rtol=0, atol=tol)
    assert abs(measured(y1, x1, across) + formula[2]) < tol
    table.append(direct)

# Current along [110]
u = np.array([1.0, 1.0, 0.0]) / np.sqrt(2)
v = np.array([-1.0, 1.0, 0.0]) / np.sqrt(2)
pi_L = (pi11 + pi12 + pi44) / 2
pi_T = (pi11 + pi12 - pi44) / 2
direct_L = measured(u, u, np.outer(u, u))
direct_T = measured(u, u, np.outer(v, v))
direct_Z = measured(u, u, np.outer(ez, ez))
direct_S = measured(u, v, np.outer(u, v) + np.outer(v, u))
assert abs(direct_L - pi_L) < tol
assert abs(direct_T - pi_T) < tol
assert abs(direct_Z - pi12) < tol
assert abs(direct_S - (pi11 - pi12)) < tol

# One valley set alone: equal, or opposite, coefficients at [110]
only_C = [measured(u, u, np.outer(n, n), 1.0) for n in (u, v)]
only_D = [measured(u, u, np.outer(n, n), 0.0) for n in (u, v)]
assert abs(only_C[0] - only_C[1]) < tol and abs(only_C[0]) > 0.01
assert abs(only_D[0] + only_D[1]) < tol and abs(only_D[0]) > 0.01

# Finite stress: linear law against the full model
finite = []
for name, n, coefficient in (("[110]", u, pi_L), ("[-110]", v, pi_T)):
    for S in (0.1, -0.1):
        change = relative_change(S * np.outer(n, n))
        assert abs(v @ change @ u) < 1e-12  # mirror plane: no transverse field
        full, linear = u @ change @ u, coefficient * S
        assert abs(full - linear) < 0.1 * abs(linear)
        finite.append((name, S, linear, full))

unit = "1e-11/Pa"
to_unit = 100.0  # 1/GPa = 100 x 1e-11/Pa
cgs = 1e-9 * 0.1 / 1e-12  # 1/GPa in 1e-12 cm^2/dyn, since 1 Pa = 10 dyn/cm^2
print(f"temperature = {temperature:.0f} K, kT = {kT:.3f} meV")
for name, p, f, w, d in (("C", SET_C, fC, wC, dC), ("D", SET_D, fD, wD, dD)):
    print(f"set {name}: m_l = {p['ml']:.1f} m, m_t = {p['mt']:.1f} m, "
          f"fraction = {f:.1f}")
    print(f"set {name}: a = {p['a']:.0f} meV/GPa, b = {p['b']:.0f} meV/GPa")
    print(f"set {name}: mean inverse mass w = {w:.4f} /m, d = {d:.4f} /m")
print(f"K = {K:.4f} /m")
print(f"pi11 + 2 pi12 = {pi_sum*to_unit:.2f} {unit}")
print(f"pi11 - pi12 = {pi_diff*to_unit:.2f} {unit}")
print(f"pi11 = {pi11*to_unit:.2f} {unit}")
print(f"pi12 = {pi12*to_unit:.2f} {unit}")
print(f"pi44 = {pi44*to_unit:.2f} {unit}")
print(f"A = pi11-pi12-pi44 = {(pi11-pi12-pi44)*to_unit:.2f} {unit}")
print(f"[110] pi_L: formula {pi_L*to_unit:.2f}, "
      f"direct {direct_L*to_unit:.2f} {unit}")
print(f"[110] pi_T: formula {pi_T*to_unit:.2f}, "
      f"direct {direct_T*to_unit:.2f} {unit}")
print(f"pi_L = {pi_L*cgs:.2f}, pi_T = {pi_T*cgs:.2f} in 1e-12 cm^2/dyn")
print(f"[110] current, [001] stress, direct: {direct_Z*to_unit:.2f} {unit}")
print(f"[110] axes, in-plane shear, direct: {direct_S*to_unit:.2f} {unit}")
print(f"direct values by angle from [100], in {unit}:")
for deg, (L, T, X) in zip(angles, table):
    print(f"  {deg:4.1f} deg: pi_L {L*to_unit:.2f}, pi_T {T*to_unit:.2f}, "
          f"off-diagonal {X*to_unit + 0.0:.2f}")
print(f"set C alone, [110]: pi_L {only_C[0]*to_unit:.2f}, "
      f"pi_T {only_C[1]*to_unit:.2f} {unit}")
print(f"set D alone, [110]: pi_L {only_D[0]*to_unit:.2f}, "
      f"pi_T {only_D[1]*to_unit:.2f} {unit}")
for name, S, linear, full in finite:
    print(f"stress {S*1000:+.0f} MPa along {name}: linear {linear*100:+.3f} %, "
          f"full {full*100:+.3f} %")
print("every check passed")
```

Running it gives:

```
temperature = 300 K, kT = 25.852 meV
set C: m_l = 1.0 m, m_t = 0.2 m, fraction = 0.6
set C: a = 5 meV/GPa, b = 80 meV/GPa
set C: mean inverse mass w = 3.6667 /m, d = -4.0000 /m
set D: m_l = 1.5 m, m_t = 0.1 m, fraction = 0.4
set D: a = -10 meV/GPa, b = 120 meV/GPa
set D: mean inverse mass w = 6.8889 /m, d = -9.3333 /m
K = 4.9556 /m
pi11 + 2 pi12 = -27.16 1e-11/Pa
pi11 - pi12 = -49.96 1e-11/Pa
pi11 = -42.36 1e-11/Pa
pi12 = 7.60 1e-11/Pa
pi44 = -77.71 1e-11/Pa
A = pi11-pi12-pi44 = 27.75 1e-11/Pa
[110] pi_L: formula -56.24, direct -56.24 1e-11/Pa
[110] pi_T: formula 21.47, direct 21.47 1e-11/Pa
pi_L = -56.24, pi_T = 21.47 in 1e-12 cm^2/dyn
[110] current, [001] stress, direct: 7.60 1e-11/Pa
[110] axes, in-plane shear, direct: -49.96 1e-11/Pa
direct values by angle from [100], in 1e-11/Pa:
   0.0 deg: pi_L -42.36, pi_T 7.60, off-diagonal 0.00
  15.0 deg: pi_L -45.83, pi_T 11.07, off-diagonal -6.01
  22.5 deg: pi_L -49.30, pi_T 14.54, off-diagonal -6.94
  30.0 deg: pi_L -52.77, pi_T 18.01, off-diagonal -6.01
  45.0 deg: pi_L -56.24, pi_T 21.47, off-diagonal -0.00
set C alone, [110]: pi_L -18.75, pi_T -18.75 1e-11/Pa
set D alone, [110]: pi_L -69.88, pi_T 69.88 1e-11/Pa
stress +100 MPa along [110]: linear -5.624 %, full -5.569 %
stress -100 MPa along [110]: linear +5.624 %, full +5.624 %
stress +100 MPa along [-110]: linear +2.147 %, full +2.172 %
stress -100 MPa along [-110]: linear -2.147 %, full -2.115 %
every check passed
```
